# Auger Recombination and Thermal Impact Ionization Related by Detailed Balance

## 1. One hot electron and three low-energy states

Take four electron states. State $h$ lies high in the conduction band, states 1 and 2 lie low in it, and state $v$ lies in the valence band. An electron in $h$ can fall to 1 while lifting the electron of $v$ to 2. This is impact ionization: one conduction electron becomes two, and a hole is left behind. In the inverse event, electron-electron-hole Auger recombination, one of two low electrons fills the hole and the other is lifted to $h$.

The algebra uses atomic units, $\hbar=m_e=e=1$, with $\beta=1/k_BT$. Electron energies $E$ are measured upward from the conduction edge. The valence state has energy $-E_g-\varepsilon$, where $E_g$ is the gap and $\varepsilon\ge0$ is the hole energy measured downward from the valence edge. Energy conservation, $E_h+E_v=E_1+E_2$, then reads

$$E_h=E_g+E_1+E_2+\varepsilon. \tag{1}$$

Let the carriers be dilute, with quasi-Fermi levels $\mu_n$ for the conduction band and $\mu_p$ for the valence band. The occupation of a conduction state is $f=e^{\beta(\mu_n-E)}$, and the probability that $v$ is empty is $\varphi=e^{\beta(-E_g-\varepsilon-\mu_p)}$. Because the Hamiltonian is Hermitian, the squared matrix element is the same in both directions, so both events have one rate constant $\gamma$. Ionization needs an electron in $h$; Auger recombination needs electrons in 1 and 2 and a hole in $v$:

$$G=\gamma f_h,\qquad R=\gamma f_1f_2\varphi .$$

Multiplying the three small probabilities and using (1) gives

$$f_1f_2\varphi=e^{\beta(2\mu_n-\mu_p-E_g-E_1-E_2-\varepsilon)}
=e^{\beta(\mu_n-\mu_p)}f_h .$$

Hence $R/G=e^{\beta(\mu_n-\mu_p)}$. At equilibrium the levels coincide and the rates are equal. The hot electron is rare by the same factor as the meeting of two electrons and a hole.

## 2. Many states, with Pauli blocking

For a crystal of volume $V$, the golden rule gives the rates per volume as sums over spin-orbitals:

$$G=\frac{2\pi}{V}\sum_{h,v}\sum_{1<2}|M|^2 f_hf_v(1-f_1)(1-f_2)\,\delta(E_h+E_v-E_1-E_2),$$

$$R=\frac{2\pi}{V}\sum_{h,v}\sum_{1<2}|M|^2 f_1f_2(1-f_v)(1-f_h)\,\delta(E_h+E_v-E_1-E_2).$$

Here $M$ is the antisymmetrized matrix element, direct minus exchange, and $1<2$ counts each electron pair once. With Fermi occupations $f/(1-f)=e^{\beta(\mu-E)}$, the ratio of the two summands is

$$\frac{f_1}{1-f_1}\frac{f_2}{1-f_2}\frac{1-f_v}{f_v}\frac{1-f_h}{f_h}
=e^{\beta(2\mu_n-\mu_p-\mu_n)}\,e^{\beta(E_h+E_v-E_1-E_2)}
=e^{\beta(\mu_n-\mu_p)} .$$

The second exponential is one because of the delta function. The ratio is the same for every term, so it holds for the sums, whatever the bands and matrix elements are.

This can be tested without assuming the blocking factors. Take eight orbitals with energies $-4,-3$ (valence) and $0,1,2,4,5,6$ (conduction) in scaled units, and a random Hermitian two-body interaction. Summing transition strengths over all 256 occupation configurations reproduces the orbital sums above. For $k_BT=1.3$ and $\mu_n-\mu_p=3.3$ the rate ratio is $12.66$, which is $e^{3.3/1.3}$. The occupations there are not small, so detailed balance itself does not need the nondegenerate limit. That limit is needed to define a density-independent coefficient.

## 3. The nondegenerate coefficient

Now let all carriers be dilute: $f_v\to1$ in $G$, and the final states of both events are empty. Define the ionization rate of one electron in state $h$,

$$w_h=2\pi\sum_v\sum_{1<2}|M|^2\,\delta(E_h-E_g-E_1-E_2-\varepsilon),$$

and the effective densities of states

$$N_c=\frac1V\sum_{c}e^{-\beta E_c},\qquad N_v=\frac1V\sum_v e^{-\beta\varepsilon_v}.$$

Then $f=(n/N_c)e^{-\beta E}$ and $\varphi=(p/N_v)e^{-\beta\varepsilon}$, where $n$ and $p$ are the electron and hole densities. The ionization rate per volume becomes

$$G=\frac1V\sum_hf_hw_h=n\langle w\rangle,\qquad
\langle w\rangle=\frac{1}{N_cV}\sum_he^{-\beta E_h}w_h .\tag{2}$$

The average runs over all thermal conduction electrons, nearly all of which have $w_h=0$. It is not an average over those able to ionize.

The same substitution in $R$ gives $R=C_nn^2p$ with

$$C_n=\frac{2\pi}{VN_c^2N_v}\sum_{h,v}\sum_{1<2}|M|^2e^{-\beta(E_1+E_2+\varepsilon)}\,
\delta(E_h-E_g-E_1-E_2-\varepsilon).$$

Under the delta function $E_1+E_2+\varepsilon=E_h-E_g$, so the exponential is $e^{\beta E_g}e^{-\beta E_h}$. What remains of the sum over $v,1,2$ is $w_h$:

$$C_n=\frac{e^{\beta E_g}}{N_c^2N_v}\,\frac1V\sum_he^{-\beta E_h}w_h
=\frac{e^{\beta E_g}}{N_cN_v}\langle w\rangle .$$

At equilibrium the common Fermi level cancels in $np$, which leaves $n_i^2=N_cN_ve^{-\beta E_g}$. Therefore

$$\boxed{C_n=\frac{\langle w\rangle}{n_i^2}}\tag{3}$$

In dimensions, a rate divided by a squared density is $\mathrm{cm^6\,s^{-1}}$, as a three-particle coefficient requires.

If the bands are populated unequally but each stays thermal at the lattice temperature, (3) gives the net recombination rate

$$R-G=C_nn^2p-n\langle w\rangle=C_nn(np-n_i^2).$$

It vanishes at equilibrium and turns into net generation when $np<n_i^2$.

## 4. When a phonon takes part

Let ionization emit a phonon of energy $\omega$, so that $E_h=E_g+E_1+E_2+\varepsilon+\omega$. Its weight is $N+1$, with $N=1/(e^{\beta\omega}-1)$. The inverse Auger event absorbs that phonon and has weight $N$. In the Auger sum,

$$N e^{-\beta(E_1+E_2+\varepsilon)}=Ne^{\beta\omega}e^{\beta E_g}e^{-\beta E_h}
=(N+1)e^{\beta E_g}e^{-\beta E_h},$$

because $Ne^{\beta\omega}=N+1$. For ionization by absorption, $\omega$ changes sign and $(N+1)e^{-\beta\omega}=N$ does the same work. Relation (3) survives if the phonons are thermal and each emission process is paired with its inverse absorption.

The pairing matters. For $\omega=0.16$ eV at 500 K, $N=0.025$. With the correct weights both sides agree in the random-momentum model of section 6. Interchanging $N$ and $N+1$ on the ionization side makes it too large by a factor of 40. The estimate is $[(N+1)e^{\beta\omega}+Ne^{-\beta\omega}]/(2N+1)\approx42.0/1.05=40$.

## 5. Parabolic bands with momentum conservation

Consider one isotropic valley of electron mass $m$, centred at the same wavevector as the valence edge, with a hole mass $M_h$ and a constant contact matrix element. Momenta are measured from that common wavevector. Spin and pair-counting factors go into a constant $B$ common to both directions. A hot electron of momentum $\mathbf Q$ ends as electrons $\mathbf k_1,\mathbf k_2$ and a hole $\mathbf q=\mathbf Q-\mathbf k_1-\mathbf k_2$. With $\mathbf a=\mathbf k_1+\mathbf k_2$ and $\mathbf p=(\mathbf k_1-\mathbf k_2)/2$, a change of variables with unit Jacobian, the final kinetic energy is

$$T_f=\frac{p^2}{m}+\frac{a^2}{4m}+\frac{|\mathbf Q-\mathbf a|^2}{2M_h}.$$

Let $S=2m+M_h$ and $\mathbf a=2m\mathbf Q/S+\mathbf s$. Completing the square gives

$$T_f=\frac{Q^2}{2S}+\frac{p^2}{m}+\frac{S\,s^2}{4mM_h}.$$

The first term is the motion of the three particles together, which momentum conservation forbids them to give up. With $E=Q^2/2m$, the energy left for relative motion is

$$X=E-\frac{Q^2}{2S}-E_g=E\,\frac{m+M_h}{2m+M_h}-E_g .$$

Rescaling $\mathbf p$ and $\mathbf s$ to one six-dimensional vector $\mathbf u$ turns the relative energy into $u^2$. The volume with $u^2<X$ is $\pi^3X^3/6$, whose derivative is $\pi^3X^2/2$. Thus, for $X>0$,

$$w=\frac{B}{(2\pi)^6}\left(\frac{4m^2M_h}{S}\right)^{3/2}\frac{\pi^3X^2}{2},\qquad
E_{\rm th}=E_g\,\frac{2m+M_h}{m+M_h}.$$

For $M_h\to\infty$ the hole takes up momentum at no energy cost and $E_{\rm th}\to E_g$. For equal masses $E_{\rm th}=\tfrac32E_g$.

Since $\langle w\rangle$ carries $e^{-\beta E_{\rm th}}$ and $n_i^2$ carries $e^{-\beta E_g}$, relation (3) leaves the factor

$$e^{-\beta(E_{\rm th}-E_g)},\qquad E_{\rm th}-E_g=\frac{m}{m+M_h}E_g .$$

From the Auger side, the two electrons and the hole need this much kinetic energy before a final state exists.

A test with $k_BT=m=B=1$, $M_h=1.5$ and $E_g=2$ draws eight million thermal triples $(\mathbf k_1,\mathbf k_2,\mathbf q)$. It counts those whose total energy matches the band energy at their total momentum, within a window of $\pm0.1$. This gives $C_n=0.0944$. The formula for $w$, averaged and divided by $n_i^2$, gives $0.0942$. The difference of 0.2% is within the 1.5% allowed for sampling noise and window width.

## 6. Total momentum unrestricted

In an indirect wide-gap crystal, phonons can supply momentum, and other valleys and bands can offer final states at other momenta. A crude model of this drops the momentum condition and keeps a constant kernel $K$:

$$w(E)=K\!\int\! dE_1dE_2d\varepsilon\;g_c(E_1)g_c(E_2)g_v(\varepsilon)\,
\delta(E-E_g-E_1-E_2-\varepsilon).$$

The densities of states per volume, $g_c=a_c\sqrt E$ and $g_v=a_v\sqrt\varepsilon$, include spin and valleys. Put $t=E-E_g$. The Laplace transform of a convolution is a product, and each square root contributes $\Gamma(3/2)s^{-3/2}$. The product $\Gamma(3/2)^3s^{-9/2}$ transforms back to

$$w=K a_c^2a_v\frac{\Gamma(3/2)^3}{\Gamma(9/2)}\,t^{7/2}.$$

A direct integration over final energies at $t=0.3$ and $1$ eV confirms this law.

Now insert $w$ in (2) and (3), with $N_c=a_c\Gamma(3/2)\beta^{-3/2}$ and the like for $N_v$. The prefactors cancel:

$$C_n=K\int_0^\infty dt\;\frac{\beta^{9/2}t^{7/2}e^{-\beta t}}{\Gamma(9/2)}\;g_c(E_g+t).\tag{4}$$

The fraction is the normalized distribution of the summed kinetic energy of two thermal electrons and a thermal hole. Equation (4) is thus what direct counting of Auger events gives: three carriers meet and find $g_c(E_g+t)$ final states. The mean of $t$ is $\tfrac92k_BT$. For $k_BT\ll E_g$, expanding the square root to first order yields

$$C_n\simeq Ka_c\sqrt{E_g}\left(1+\frac{9k_BT}{4E_g}\right).\tag{5}$$

The gap exponential has gone, and with $K$ and the bands held fixed the coefficient is nearly independent of temperature. If phonons supply the momentum, their occupation adds a temperature dependence. With the Auger weights of section 4 and $\omega=0.16$ eV, $C_n$ rises by about 17% between 300 and 700 K in a 5.5 eV gap, and by more for softer phonons.

## 7. Numbers in the regime of diamond

The rough inputs are a gap of 5.5 eV, six valleys with masses 1.5, 0.3 and 0.3 $m_e$, and a hole density-of-states mass of 0.8 $m_e$. The rate is set to $w=10^{11}\ \mathrm{s^{-1}}$ at 1 eV above threshold, which fixes $K=1.520\times10^{-54}\ \mathrm{eV\,cm^9\,s^{-1}}$. In this model the mass anisotropy enters through the electron density-of-states mass, $(36\times1.5\times0.3^2)^{1/3}=1.69\,m_e$.

At 500 K, $k_BT=0.0431$ eV, $n_i=1.296\times10^{-8}\ \mathrm{cm^{-3}}$ and $\langle w\rangle=9.147\times10^{-48}\ \mathrm{s^{-1}}$. Hence

$$C_n=\frac{9.147\times10^{-48}}{(1.296\times10^{-8})^2}
=5.4\times10^{-32}\ \mathrm{cm^6\,s^{-1}}.$$

A separate sum over the initial Auger energies gives the same value, as it does at 300 and 700 K. Between those temperatures $\langle w\rangle$ rises from $2\times10^{-85}$ to $2\times10^{-31}\ \mathrm{s^{-1}}$, while $C_n$ rises by 1.4%. Equation (5) predicts this rise: $1.0247/1.0106=1.014$. Thermal ionization is unobservably slow here, yet its ratio to $n_i^2$ stays nearly constant, because both carry the same gap exponential and, to leading order, the same prefactor $T^3$.

The thermal electrons that ionize have a mean excess of 0.195 eV above threshold, or $4.52\,k_BT$. The small addition to $4.5$ comes from the rise of $g_c$ with energy. At that excess $w$ is $3.3\times10^8\ \mathrm{s^{-1}}$, far below its value at 1 eV. So $C_n$ probes the foot of the ionization curve. If the power were $9/2$ instead of $7/2$ with the same rate at 1 eV, the leading thermal integral, and with it $C_n$, would be multiplied by $\Gamma(11/2)/\Gamma(9/2)\times k_BT/(1\ \mathrm{eV})=4.5\times0.0431=0.19$. A rate law fitted well above threshold therefore does not fix $C_n$.

At $n=10^{18}\ \mathrm{cm^{-3}}$ and $p\ll n$, the hole Auger lifetime is $1/(C_nn^2)=1/(5.45\times10^{-32}\times10^{36})\ \mathrm s\approx18\ \mu\mathrm s$.

## 8. What changes the value, and what breaks the relation

Some omissions alter $C_n$ and $\langle w\rangle$ together and leave (3) intact. With $K$ fixed, a nonparabolicity of $0.2\ \mathrm{eV^{-1}}$ in the hot density of states multiplies $C_n$ by 4.8. A gap smaller by 0.05 eV changes $C_n$ by $-0.4\%$ but multiplies $n_i^2$ by 3.2, and $\langle w\rangle$ follows. In the model of section 5, where the valley and the valence edge share one wavevector, strict momentum conservation with the conductivity mass of 0.41 $m_e$ would impose a barrier of 1.86 eV and a Boltzmann factor near $10^{-19}$ at 500 K. For an ellipsoidal valley at that wavevector the light direction offers the lowest barrier: a mass of 0.3 $m_e$ gives $5.5\times0.3/1.1=1.50$ eV and a factor near $10^{-15}$. These barriers do not carry over to diamond, whose valleys lie far from the zone centre, where the valence edge is. Two valley electrons there can already carry a large total momentum, so the barrier depends on the actual bands near the sum of their wavevectors and has to be computed from them. The constant kernel $K$ leaves all this out, and the value of $C_n$ rests on that simplification.

Coulomb correlation is also large. With permittivity 5.7 and no screening, the thermal probability of contact is multiplied by about 12 for an electron-hole pair and by 0.011 for an electron pair. These values use the conductivity mass. For electron masses from 0.3 to 0.51 $m_e$ the electron-hole factor runs from 10 to 12 and the electron-pair factor from 0.020 to 0.007. The event involves two pairs of the first kind and one of the second. A product of pair factors is not a three-particle wave function, so these numbers show the size of the competing effects and are not a correction to $C_n$. If both rates are computed with the same correlated states, their squared matrix elements remain equal. Recombination from bound excitons is a separate process, outside $C_nn^2p$ for free carriers. It need not be negligible: for a binding energy of 0.08 eV and no screening, an ideal mass-action estimate at 500 K that counts only the exciton ground state gives about 1.5 bound holes per free one at $n=10^{18}\ \mathrm{cm^{-3}}$, and about 1.5% at $10^{16}\ \mathrm{cm^{-3}}$. The first excited shell would add about as much again if screening leaves it bound. The lifetime in section 7 is that of free holes only.

Degeneracy is mild. At 500 K the equilibrium product $n_0p_0$ is $0.997\,n_i^2$ for $n=10^{18}\ \mathrm{cm^{-3}}$ and $0.971\,n_i^2$ for $10^{19}\ \mathrm{cm^{-3}}$.

A field is different, because it removes the thermal distribution on which (3) rests. Take 0.01 MV/cm, a drift velocity of $10^7$ cm/s and an energy relaxation time of 0.1 ps. The mean energy gain is $10^4\times10^7\times10^{-13}=0.01$ eV. Setting it equal to $\tfrac32k_B(T_e-T)$ gives an electron temperature $T_e=577$ K. A Maxwellian at $T_e$ raises $\langle w\rangle$ by $10^{7.6}$. Dividing this field-heated rate by the lattice value of $n_i^2$ would overstate the equilibrium $C_n$ by the same factor. The exponent is only a rough guide: a relaxation time of 0.05 ps, or half the drift velocity, gives $10^{4.1}$ and one of 0.2 ps gives $10^{13.5}$, and the tail of a real field-heated distribution need not be Maxwellian. The balance also counts the whole gain as random heat, which these inputs do not justify. With the conductivity mass, the drift energy at $10^7$ cm/s is 0.012 eV, as large as the gain itself, and the implied momentum relaxation time of 0.23 ps exceeds the energy relaxation time. If the 0.01 eV is carried instead as the drift of a Maxwellian at 500 K, $\langle w\rangle$ rises by only $10^{3.4}$. The estimate therefore supports a rise of several decades, not a particular exponent or electron temperature.

Set beside real diamond devices, the gap and the six valleys are realistic, while the masses, the ionization rate, the drift velocity and the relaxation time are rough. The hot density of states is an extrapolation: at 5.5 eV above the conduction edge, the long axis of a parabolic valley would reach far beyond the Brillouin-zone boundary. A quantitative $C_n$ needs the actual bands at that energy, and the factor of 4.8 for nonparabolicity shows only how sensitive the model is. A free-electron density of $10^{18}\ \mathrm{cm^{-3}}$ is high for n-type diamond, whose donors are deep; at $10^{16}\ \mathrm{cm^{-3}}$ the model lifetime is $10^4$ times longer, about 0.2 s, and any faster recombination channel would set the actual lifetime. Devices block fields of the order of MV/cm, so carriers crossing the high-field region are not thermal. With the inputs used above, 0.01 MV/cm already moves $\langle w\rangle$ by several decades. Relation (3) applies to low-field regions with carriers at the lattice temperature; avalanche regions need the actual hot-electron distribution. The main values are in the numerical output below.

## Calculated quantities

```
Fock test, split levels: R/G = 12.6602
Momentum test, sampled Auger side = 0.09438 (scaled)
Momentum test, ionization side = 0.09417 (scaled)
Input gap = 5.50 eV; valleys = 6
Input masses l, t, hole = 1.5, 0.3, 0.8 m_e
Electron density-of-states mass = 1.6939 m_e
Input w at 1 eV above threshold = 1.00e+11 s^-1
Kernel K = 1.5201e-54 eV cm^9 s^-1
Main temperature = 500 K; kT = 0.04309 eV
N_c at main T = 1.1903e+20 cm^-3
N_v at main T = 3.8635e+19 cm^-3
T = 300 K: n_i = 1.9979e-27 cm^-3
  <w> = 2.1596e-85 s^-1
  C_n from <w>/n_i^2 = 5.410108e-32 cm^6 s^-1
  C_n from Auger states = 5.410108e-32 cm^6 s^-1
T = 500 K: n_i = 1.2958e-08 cm^-3
  <w> = 9.1466e-48 s^-1
  C_n from <w>/n_i^2 = 5.447224e-32 cm^6 s^-1
  C_n from Auger states = 5.447224e-32 cm^6 s^-1
T = 700 K: n_i = 1.7840e+00 cm^-3
  <w> = 1.7453e-31 s^-1
  C_n from <w>/n_i^2 = 5.484039e-32 cm^6 s^-1
  C_n from Auger states = 5.484039e-32 cm^6 s^-1
Relative quadrature shift, order 8 to 14 = 0.0e+00
Mean excess of ionizing electrons = 0.1946 eV
Same excess divided by kT = 4.5170
w at that excess = 3.252e+08 s^-1
Electron density for lifetime = 1.0e+18 cm^-3
Hole Auger lifetime at main T = 18.358 us
Phonon energy in test = 0.160 eV; N = 0.02500
Wrong phonon pairing, error factor = 39.992
Conductivity mass = 0.4091 m_e
One-valley momentum barrier E_th-E_g = 1.8609 eV
log10 of its Boltzmann factor = -18.76
n0*p0/n_i^2 at n = 1e+18 cm^-3: 0.99703
n0*p0/n_i^2 at n = 1e+19 cm^-3: 0.97077
Nonparabolicity = 0.20 eV^-1; C_n factor = 4.794
Gap shift = -0.050 eV; C_n factor = 0.99560
Same gap shift: n_i^2 factor = 3.1914
Relative permittivity = 5.70
Electron-hole Coulomb binding scale = 0.1134 eV
Unscreened e-h contact factor = 11.505
Unscreened e-e contact factor = 0.0109
Field = 0.010 MV/cm; drift = 1.0e+07 cm/s
Energy relaxation time = 0.10 ps
Electron temperature in field = 577.4 K
log10 of <w> increase in field = 7.62
```
